\section*{Mobility limited by thickness fluctuations in a hard-wall semiconductor film, part 2}

How does roughness-limited mobility $\mu$ depend on the mean thickness $L$ of a semiconductor film between impenetrable walls? Carriers are holes of charge $e>0$, with mass $m_t$ in the plane and $m_z$ along $z$; $m_e$ is the electron mass. The sheet density is $n$, and $g$ counts equivalent spin and valley states. Then $k_F^2=4\pi n/g$ and $E_F=\hbar^2k_F^2/2m_t$.

The lowest level is $E_1=\pi^2\hbar^2/(2m_zL^2)$, with $dE_1/dL=-2E_1/L$. The second subband starts $3E_1$ higher and is empty at zero temperature if
\begin{equation}
\frac{k_F^2}{m_t}<\frac{3\pi^2}{m_zL^2}
\quad\Longrightarrow\quad
L<\frac{\pi}{k_F}\sqrt{\frac{3m_t}{m_z}} . \label{single}
\end{equation}

The walls are $z=b(\mathbf r)$ and $z=L+t(\mathbf r)$. To first order, they act on the lowest state $\varphi(z)$ as
\begin{equation}
v(\mathbf r)=-\frac{\hbar^2}{2m_z}
\left[\varphi'(L)^2\,t(\mathbf r)-\varphi'(0)^2\,b(\mathbf r)\right]. \label{wall}
\end{equation}
This also holds in an electric field, with its own $\varphi$. Without a field, $v(\mathbf r)=(dE_1/dL)\Delta$ with $\Delta=t-b$, which vanishes for parallel walls. This coupling was tested against a numerical rough-wall eigenproblem, and the golden-rule rate against wave propagation.

Let $S(q)$ be the Fourier transform of the correlation $C(r)$ of $\Delta$, and $\theta$ the scattering angle. In the Born approximation, without screening, the relaxation time $\tau$ obeys
\begin{equation}
\frac1\tau=\frac{m_t}{\hbar^3}\left(\frac{dE_1}{dL}\right)^2
\int_0^{2\pi}\frac{d\theta}{2\pi}S(q)(1-\cos\theta),
\quad q=2k\left|\sin\frac\theta2\right|. \label{tau}
\end{equation}
With in-plane energy $\varepsilon=\hbar^2k^2/2m_t$, speed $v=\hbar k/m_t$ and Fermi function $f_0$,
\begin{equation}
\mu=\frac{v_d}{\mathcal E}=\frac e{m_t}
\frac{\int_0^\infty\varepsilon\tau(-df_0/d\varepsilon)d\varepsilon}
{\int_0^\infty f_0d\varepsilon}, \label{thermal}
\end{equation}
where $v_d$ is the drift velocity in the field $\mathcal E$.

For $C(r)=\Delta_0^2e^{-r^2/\Lambda^2}$, put $X=k_F^2\Lambda^2/2$. With modified Bessel functions $I_0,I_1$,
\begin{equation}
F(X)=\int_0^{2\pi}\frac{d\theta}{2\pi}(1-\cos\theta)e^{-X(1-\cos\theta)}
=e^{-X}[I_0(X)-I_1(X)], \label{F}
\end{equation}
and at zero temperature
\begin{equation}
\mu=\frac{e\hbar^3}{m_t^2(dE_1/dL)^2\pi\Delta_0^2\Lambda^2F}
=\frac{e}{\hbar}\frac{m_z^2}{m_t^2}
\frac{L^6}{\pi^5\Delta_0^2\Lambda^2F(X)}. \label{mu}
\end{equation}

\subsection*{(f) Under which conditions is the thickness exponent six?}

Identify what must be held fixed, consider finite temperature, and find the exponent when the volume density is fixed instead.

\textit{Solution.} In (\ref{tau}), $L$ enters through $(dE_1/dL)^2\propto L^{-6}$ and could also enter through $k$. At fixed $n$ and $g$, $k_F$ does not depend on $L$. If the masses and $S(q)$ are fixed too, $\mu\propto L^6$ for any isotropic roughness spectrum, not just a Gaussian one. One factor $L^{-3}$ comes from the response of the level, and the Born rate squares it.

At finite temperature, energies in (\ref{thermal}) are measured from the subband bottom. The chemical potential on that scale is fixed by $n$ and temperature, so $f_0$ does not change with $L$. The factor $L^6$ leaves the integral, and the exponent survives while one subband is occupied. The result is of leading order in $\Delta/L$ and in the Born approximation, without screening or other scattering.

If the volume density is fixed, $n\propto L$ and $X\propto L$. The Bessel relations $I_0'=I_1$ and $I_1'=I_0-I_1/X$ give $F'=-2F+e^{-X}I_1/X$. The local exponent is then
\begin{equation}
\frac{d\ln\mu}{d\ln L}=6-\frac{XF'}{F}
=6+2X-\frac{e^{-X}I_1(X)}{F(X)} .
\end{equation}
For the film below it is $7.74$ at $L=6$ nm. The extra mobility comes from the larger Fermi circle, on which the same roughness produces smaller deflections.

\subsection*{(g) What does the model give for a thin tellurium film?}

Take a $p$-type film with its atomic chains in the plane, $L=6$ nm, $n=3\times10^{12}$ cm$^{-2}=0.03$ nm$^{-2}$, $\Delta_0=0.3$ nm and $\Lambda=5$ nm. Rough hole masses are $0.3m_e$ along the chains and $0.1m_e$ across them. Two valleys without spin degeneracy give $g=2$.

\textit{Solution.} The confinement direction is across the chains, so $m_z=0.1m_e$. In the plane the main estimate uses the geometric mean $m_t=\sqrt{0.3\times0.1}\,m_e=0.173m_e$, which preserves the density of states. The confinement energy is $E_1=104$ meV, and
\begin{equation}
\frac{dE_1}{dL}=-\frac{2\times104.45}{6}=-34.8\ \mathrm{meV/nm}.
\end{equation}
Next, $k_F^2=4\pi(0.03)/2=0.1885$ nm$^{-2}$, so $k_F=0.434$ nm$^{-1}$ and $E_F=41.5$ meV. This is below $3E_1=313$ meV, and (\ref{single}) allows one subband up to $L=16.5$ nm. Also $X=0.1885\times25/2=2.36$, for which $F=0.0704$.

Since $(m_z/m_t)^2=1/3$, $\pi^5=306$ and $\Delta_0^2\Lambda^2=2.25$ nm$^4$, the geometric part of (\ref{mu}) is
\begin{equation}
\frac{6^6}{3\times306\times2.25\times0.0704}\ \mathrm{nm^2}
\simeq321\ \mathrm{nm^2}=3.21\times10^{-16}\ \mathrm{m^2}.
\end{equation}
Multiplication by $e/\hbar=1.519\times10^{15}$ V$^{-1}$s$^{-1}$ gives
\begin{equation}
\mu\simeq0.488\ \mathrm{m^2/Vs}=4.88\times10^3\ \mathrm{cm^2/Vs},
\qquad \tau\simeq0.48\ \mathrm{ps}.
\end{equation}
At the same density and roughness, the model gives $428$, $1.63\times10^3$, $4.88\times10^3$ and $2.74\times10^4$ cm$^2$/Vs for 4, 5, 6 and 8 nm. Doubling $L$ from 4 to 8 nm multiplies the mobility by 64.

These four values were also obtained without (\ref{mu}): the coupling came from the rough-wall eigenproblem, $S(q)$ from a numerical transform of $C(r)$, and the current from a solved collision matrix. The two sets agree within $0.1\%$, and a fit to the numerical set has exponent $6.000$.

The rms level fluctuation is $34.8\times0.3=10.4$ meV, or $0.25E_F$. This is not very small, so the Born value is an estimate. The large product of $k_F$ and transport mean free path, about 60, does not remove this reservation. It says that the current decays slowly, not that the lowest order describes each deflection accurately. The rms level fluctuation rises to $0.44E_F$ at 5 nm and $0.85E_F$ at 4 nm. For the linear Gaussian potential, the mean momentum of a plane wave at the Fermi wave number still decays within about $5\%$ of the golden-rule rate at 6 and 5 nm; this does not cover the smearing of the Fermi edge at fixed density. At 4 nm the Born approximation is not justified, and the value quoted for that thickness only illustrates the formula.

\subsection*{(h) How far do the neglected effects move the result?}

Estimate the main corrections and compare the model with real films. All factors below are relative to the main estimate of $4.88\times10^3$ cm$^2$/Vs unless another reference is named.

\textit{Solution.} \emph{Finite barriers.} Let the barrier height be $U_b=3$ eV and its mass $m_b=0.5m_e$, both approximate values. The even state is a cosine of wave number $k_z$ inside and decays as $e^{-\kappa_b|z|}$ outside. Continuity of $\varphi$ and $\varphi'/m$ gives
\begin{equation}
k_z\tan\frac{k_zL}{2}=\frac{m_z}{m_b}\kappa_b,\quad
k_z^2=\frac{2m_zE}{\hbar^2},\quad
\kappa_b^2=\frac{2m_b(U_b-E)}{\hbar^2}.
\end{equation}
The level falls to 66 meV. With $dE/dL$ of this level as the coupling, which assumes slow roughness, the mobility rises by a factor $3.9$ and the local exponent falls to $4.9$. To see why, put $\delta=m_b/(m_z\kappa_b)$, which is about $0.8$ nm here. The matching condition is $k_zL/2=\pi/2-\arctan(k_z\delta)$, or $k_z(L+2\delta)\simeq\pi$ for small $k_z\delta$. The level is thus roughly that of a hard-wall film of width $L+2\delta$, of which a given change of $L$ is a smaller fraction.

\emph{Screening.} In the Thomas--Fermi estimate a total potential $v_q$ changes the density by $-Dv_q$, with $D=gm_t/(2\pi\hbar^2)$. The induced potential is $e^2\Phi\,\delta n_q/(2\epsilon q)$, where $\epsilon$ is the permittivity and $\Phi$ averages $e^{-q|z-z'|}$ over $\varphi^2(z)\varphi^2(z')$. Solving for the total potential gives
\begin{equation}
v_q=\frac{v_q^{\mathrm{bare}}}{1+q_s\Phi(qL)/q},\qquad q_s=\frac{e^2D}{2\epsilon}.
\end{equation}
A uniform relative permittivity of 30, rough for the film, raises the mobility by a factor $1.7$ and gives a local exponent $5.8$. A value of 10, rough for an oxide, gives a factor $3.3$. Since $\Phi$ falls as $qL$ grows, screening helps thicker films less.

\emph{Temperature and phonons.} At 300 K, (\ref{thermal}) gives a roughness mobility of about $1.5\times10^4$ cm$^2$/Vs. It is higher than at zero temperature because $\tau$ grows with energy as $F$ falls. About half of this average, and about $30\%$ of the combined value below, comes from in-plane energies above $0.1$ eV, where the single parabolic band is no longer a good description of tellurium. Acoustic phonons then matter. Equipartition gives a strain component the mean square $k_BT/(\rho s^2\Omega)$, with $\rho$ the density, $s$ the sound speed and $\Omega$ the volume. With deformation potential $D_a$, summing over the phonon wave number along $z$ produces $\int\varphi^4dz=3/(2L)$, and the golden rule gives
\begin{equation}
\frac1{\tau_{ph}}=\frac{3}{2L}\frac{m_tD_a^2k_BT}{\hbar^3\rho s^2}.
\end{equation}
Rough inputs of 5 eV, 6200 kg/m$^3$ and 2300 m/s give $3.7\times10^3$ cm$^2$/Vs, proportional to $L$. This is probably too high: optical phonons are left out, and in bulk tellurium the same inputs would give about $10^4$ cm$^2$/Vs, well above the measured order of $10^3$ cm$^2$/Vs. Adding the two scattering rates at each energy inside (\ref{thermal}) gives about $2.7\times10^3$ cm$^2$/Vs and a local exponent of $2.2$. The common shortcut of adding inverse mobilities would give $3.0\times10^3$ cm$^2$/Vs and $2.0$, because it ignores that the roughness time varies with energy. At room temperature this 6 nm film would not display the sixth power even within the model.

\emph{Bands and masses.} With the two in-plane masses kept separate, the mobility is about $4.8\times10^3$ cm$^2$/Vs along the chains and $5.6\times10^3$ cm$^2$/Vs across them. These values assume constant masses and a spin state that does not depend on $\mathbf k$. In tellurium neither holds well along the chains at this density. A rough two-band form, with $x$ along the chains, is $E=Pk_x^2+Qk_y^2-\sqrt{\eta^2+\beta^2k_x^2}+\eta$, with $P=0.364$ eV\,nm$^2$, $Q=0.326$ eV\,nm$^2$, $\eta=63$ meV and $\beta=0.247$ eV\,nm. The rate then carries the spin overlap $\cos^2[(\vartheta-\vartheta')/2]$, where $\tan\vartheta=\beta k_x/\eta$. With $m_z=0.1m_e$ this band gives about $3.6\times10^3$ and $4.7\times10^3$ cm$^2$/Vs without the overlap factor and about $4.8\times10^3$ and $5.1\times10^3$ cm$^2$/Vs with it. Much of the decrease comes from $Q$, which corresponds to a mass of $0.117m_e$ across the chains. With that mass kept at $0.1m_e$ the values are $4.3\times10^3$ and $5.7\times10^3$ cm$^2$/Vs without the overlap and $5.8\times10^3$ and $6.2\times10^3$ cm$^2$/Vs with it. Using $0.117m_e$ for $m_z$ as well would multiply the first four values by about $1.37$. A change of $10\%$ in one band parameter can shift these results by about a quarter, so only their order of magnitude is meaningful. At 300 K the second subband holds about $10^{-5}$ of the carriers between impenetrable walls, and about $10^{-3}$ with the finite barriers above. A second valence band, roughly $0.1$ eV away, would hold about $5\%$ if given the same masses and chemical potential.

A scalar nonparabolicity $E=\mathcal G(\varepsilon)$, with $\varepsilon$ the parabolic total energy, multiplies both the velocity and the coupling between states of equal energy by $\mathcal G'$. For a general band the density of final states is proportional to $k/v$ and $\mu=e\tau v/(\hbar k)$, so $\mu\propto v^2/(dE/dL)^2$ at fixed $k_F$. The factor cancels at zero temperature. Real band mixing need not have this form.

\emph{Roughness and gate.} Expanding $(1+\Delta/L)^{-2}$ for Gaussian $\Delta$ multiplies the linear variance of the level by $1+16.5(\Delta_0/L)^2$, or $1.04$ here. An exponential correlation with the same $\Delta_0$ and $\Lambda$ gives about $6.1\times10^3$ cm$^2$/Vs. A one-sided gate produces a mean field of about $0.09$ MV/cm. If this field is treated as uniform, (\ref{wall}) gives a mobility factor of $0.78$ if all roughness is on the wall toward which the holes are pushed, and $1.30$ if it is on the other. The actual field falls to zero across the hole charge. The self-consistent $\varphi$ inserted in (\ref{wall}), with the potential held fixed while the wall moves, gives about $0.74$ and $1.23$. If the hole charge follows slow roughness at fixed local density, the factors become about $0.71$ and $1.16$. Parallel walls, harmless at first order without a field, now scatter at about $7\%$ of the rate that one rough wall with the same spectrum gives without a field.

\emph{Comparison with real films.} Tellurium films a few nanometres thick do serve as $p$-type channels. Their room-temperature hole mobilities are, roughly, tens to hundreds of cm$^2$/Vs, well below the values found here. The roughness parameters are chosen, not measured. Replacing the impenetrable walls by finite barriers raises the zero-temperature estimate further, by a factor of about four. With impenetrable walls at 300 K, roughness and the acoustic-phonon estimate together give about 2700 cm$^2$/Vs, which still leaves a large gap. Part of it may come from phonon scattering that is underestimated here. Optical phonons, charged defects, grain boundaries and contacts are absent from the model and are further candidates. The calculation thus describes one scattering mechanism, not the mobility of a device. Most of the values behind these estimates are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Thickness L: 6.0 nm; sheet density: 3.0e+12 cm^-2
Roughness rms: 0.3 nm; correlation length: 5.0 nm
Rough masses chain, perpendicular: 0.3, 0.1 m_e
In-plane model mass: 0.1732 m_e; degeneracy g: 2
Level E1: 104.45 meV; gap to E2: 313.36 meV
Fermi wave vector: 0.4342 nm^-1; Fermi energy: 41.46 meV
dE1/dL: -34.818 meV/nm
rms level fluctuation: 10.45 meV
rms level fluctuation / EF: 0.252
x: 2.3562; angular factor F: 0.07036
Relaxation time: 0.4803 ps
Main mobility: 4877.1 cm2/Vs = 0.4877 m2/Vs
kF times transport mean free path: 60.5
L 4 nm: formula 428.2, numerical 428.2 cm2/Vs
L 5 nm: formula 1633.3, numerical 1633.3 cm2/Vs
L 6 nm: formula 4877.1, numerical 4877.1 cm2/Vs
L 8 nm: formula 27403.0, numerical 27403.0 cm2/Vs
Numerical thickness exponent: 6.00000
Largest wall-coupling relative error: 1.7e-05
Wave decay rate / golden-rule rate: 0.997
Largest L with one subband at T=0: 16.49 nm
Exponent at fixed volume density: 7.738
Rough barrier: 3.0 eV; barrier mass: 0.5 m_e
Finite-barrier E1: 65.88 meV
Finite-barrier mobility factor: 3.908
Finite-barrier local exponent: 4.856
Rough permittivities film, oxide: 30, 10
Screening wave vector, film: 0.2182 nm^-1
Screening mobility factor, film value: 1.709
Screening mobility factor, oxide value: 3.294
Screened local exponent, film value: 5.826
Anisotropic mobility along chains: 4825.1 cm2/Vs
Anisotropic mobility across chains: 5637.3 cm2/Vs
Relative shift on doubling angular mesh: 7.7e-10
Exponential-correlation mobility: 6137.6 cm2/Vs
Temperature: 300 K; kT: 25.85 meV
Roughness mobility at this temperature: 15460.7 cm2/Vs
Second-subband relative occupation: 1.35e-05
Rough valence-band splitting: 0.1 eV
Second-valence-band relative occupation: 0.050
Rough deformation potential: 5.0 eV
Rough density: 6200 kg/m3; sound speed: 2300 m/s
Acoustic-phonon mobility estimate: 3725.5 cm2/Vs
Combined mobility estimate: 3002.1 cm2/Vs
Combined local exponent estimate: 1.971
Mean one-sided gate field: 0.0905 MV/cm
Gate mobility factor, wall at low hole energy: 0.775
Gate mobility factor, wall at high hole energy: 1.303
Nonlinear / linear level variance: 1.0428
Rough gap for nonparabolicity: 0.3 eV
Nonparabolic E1: 82.03 meV
Scalar-nonparabolic mobility factor: 1.000000
\end{verbatim}
